# Debye Length of Dense Oxygen Vacancies and the Limits of Continuum Screening

## Problem

A hafnium-oxide gate film contains $n=10^{20}\ \mathrm{cm^{-3}}$ oxygen vacancies, each carrying charge $+2e$. Take them to be mobile and in thermal equilibrium at 300 K, with relative permittivity $\varepsilon_r=22$. The compensating negative charge is fixed and spread uniformly.

(a) Estimate the Debye length.

(b) Compare it with the distances between oxygen sites and between vacancies. Can it be the size of the screening cloud around one vacancy?

(c) The film is 3 nm thick and carries 1 V. Does the Debye length tell how deep the gate field reaches?

(d) How does the estimate change if the electrons are mobile, if the film is hotter, or if the permittivity is lower at short distance?

## Solution

### (a) The Debye length

Let $z=2$, $\varepsilon=\varepsilon_r\varepsilon_0$, and let $\phi$ be the electrostatic potential, set to zero where the vacancy density is $n$. A vacancy at potential $\phi$ has energy $ze\phi$. In mean field, where each vacancy feels the average potential of all the others, the equilibrium density is $n\,e^{-ze\phi/kT}$. The background contributes $-zen$, so the charge density is

$$\rho=zen\left(e^{-ze\phi/kT}-1\right).$$

Poisson's equation in one dimension, $\phi''=-\rho/\varepsilon$, becomes

$$\phi''=\frac{zen}{\varepsilon}\left(1-e^{-ze\phi/kT}\right). \tag{1}$$

If $|\phi|\ll kT/(ze)$, the exponential is approximately $1-ze\phi/kT$. The constant terms cancel, leaving

$$\phi''=\frac{z^2e^2n}{\varepsilon kT}\,\phi=\frac{\phi}{\lambda^2},\qquad \lambda=\sqrt{\frac{\varepsilon kT}{z^2e^2n}}. \tag{2}$$

The solution that vanishes far away is proportional to $e^{-x/\lambda}$. One factor $z$ comes from the charge each vacancy contributes, the other from the energy with which it responds.

For the numbers, divide numerator and denominator by $e\varepsilon_0$. With $kT/e=0.02585$ V, $e/\varepsilon_0=18.10$ V nm and $n=0.1\ \mathrm{nm^{-3}}$,

$$\lambda^2=\frac{\varepsilon_r\,(kT/e)}{z^2n\,(e/\varepsilon_0)}=\frac{22\times0.02585}{4\times0.1\times18.10}\ \mathrm{nm^2}=0.0786\ \mathrm{nm^2},$$

so $\lambda=0.28$ nm. A numerical solution of the nonlinear equation (1) with a very small surface potential decays over the same length, 0.2803 nm.

The linear step requires potentials well below $kT/(ze)=12.9$ mV, which is a severe restriction in a gate film.

### (b) Is there a cloud of this size?

**Counting.** With a rough oxygen-site density of $5.5\times10^{22}\ \mathrm{cm^{-3}}$, the site spacing is 0.263 nm. The continuum potential would therefore fall by a factor $e$ over about one step of the lattice on which the vacancies hop.

The vacancies themselves are much farther apart: $n^{-1/3}=2.15$ nm. A convenient measure is the radius $a$ of the sphere that holds one vacancy on average:

$$\frac{4\pi}{3}a^3n=1,\qquad a=\left(\frac{3}{4\pi n}\right)^{1/3}=1.34\ \mathrm{nm}.$$

A sphere of radius $\lambda$ then holds on average

$$N_D=\frac{4\pi}{3}\lambda^3n=\left(\frac{\lambda}{a}\right)^3=0.0092$$

vacancies. A smooth local density would need many particles in this volume; here there is less than one in a hundred.

**Energy.** Define the length $L$ at which two vacancies repel with energy $kT$ in the unscreened dielectric:

$$L=\frac{z^2e^2}{4\pi\varepsilon kT}=\frac{1}{4\pi n\lambda^2},$$

where the second form uses equation (2). Substituting $n=3/(4\pi a^3)$ gives $L=a^3/(3\lambda^2)$. The repulsion at distance $a$, in units of $kT$, is therefore

$$\frac{L}{a}=\frac{a^2}{3\lambda^2}=\frac{1.34^2}{3\times0.0786}\approx7.6.$$

Mean-field theory treats the positions of the vacancies as independent apart from the average potential. That is not justified when neighbours repel with several $kT$.

**The linear cloud.** Now apply the linear theory to the surroundings of one vacancy. For spherical symmetry, $\nabla^2\phi=(r\phi)''/r$, so equation (2) becomes $(r\phi)''=(r\phi)/\lambda^2$. The decaying solution that approaches the bare Coulomb potential at small $r$ is

$$\phi(r)=\frac{ze}{4\pi\varepsilon r}e^{-r/\lambda}.$$

The linearized density of the other vacancies is

$$n\left(1-\frac{ze\phi}{kT}\right)=n\left(1-\frac{L}{r}e^{-r/\lambda}\right). \tag{3}$$

Because $L/r$ grows without limit as $r\to0$, this is negative close to the vacancy for any $L$. Here $L=10.1$ nm is much larger than $\lambda$, so the negative region is wide. The subtracted term falls steadily with $r$ and reaches 1 at $r=0.735$ nm. Inside that radius the predicted density is impossible.

This region carries most of the predicted screening. The fraction of the central charge screened inside $r$ is the number of vacancies missing there:

$$f(r)=\int_0^r4\pi s^2\,n\,\frac{L}{s}e^{-s/\lambda}\,ds
=\frac{1}{\lambda^2}\int_0^r s\,e^{-s/\lambda}\,ds
=1-\left(1+\frac r\lambda\right)e^{-r/\lambda}.$$

The second form uses $4\pi nL=1/\lambda^2$; the last follows by integration by parts. At $r=0.735$ nm, $f=74\%$. About three quarters of the supposed cloud lies where the predicted vacancy density is negative.

**A bound from counting.** The mobile charges are all positive, so they screen a positive vacancy by staying away and exposing the negative background. The most they can do inside radius $r$ is to be absent altogether. The number missing is then $4\pi r^3n/3$, so any admissible density obeys

$$f(r)\le\left(\frac ra\right)^3. \tag{4}$$

This uses the uniform background and a non-negative density, but no mean-field assumption. It has three consequences:

- Inside $r=\lambda$, at most 0.92% of the charge can be screened. The linear theory claims 26%.
- Half the charge cannot be screened inside a radius smaller than $a/2^{1/3}=1.06$ nm. The linear theory gives 0.47 nm.
- Complete screening needs a radius of at least $a=1.34$ nm, nearly five Debye lengths.

Solving the nonlinear mean-field equation around one vacancy gives a half-screening radius of 1.11 nm, just above the bound. This repairs the negative density but still omits correlations among the other vacancies. So 0.28 nm is not the size of the cloud: in this model, that size is set by the distance between vacancies.

**When the picture recovers.** At fixed temperature, charge and permittivity, $\lambda\propto n^{-1/2}$ and $a\propto n^{-1/3}$, so $N_D\propto n^{-1/2}$. Dilution therefore helps. To reach $N_D=1$, the density must fall by the factor $0.0092^2$, to about $10^{16}\ \mathrm{cm^{-3}}$. The Debye length is then about $0.28/0.0092\approx30$ nm, ten times the film thickness. Where the continuum description begins to be reasonable, the vacancies barely screen a 3 nm film.

### (c) The gate field

Take $E=1\ \mathrm{V}/3\ \mathrm{nm}=3.33$ MV/cm as the field at the film surface, directed so that it drives vacancies inward, and treat the film as deep. Multiply equation (1) by $\phi'$ and integrate from the interior, where $\phi=\phi'=0$:

$$\frac{\phi'^2}{2}=\frac{zen}{\varepsilon}\left[\phi+\frac{kT}{ze}\left(e^{-ze\phi/kT}-1\right)\right].$$

At the surface $\phi'^2=E^2$. If the surface potential $\phi_s$ is many times $kT/(ze)$, the exponential is negligible, and

$$\phi_s=\frac{\varepsilon E^2}{2zen}+\frac{kT}{ze}=\frac{EW}{2}+\frac{kT}{ze},\qquad W=\frac{\varepsilon E}{zen}.$$

Here $W$ is the thickness of a fully emptied layer whose background charge $zenW$ per area absorbs the field. Numerically,

$$W=\frac{\varepsilon_rE}{zn\,(e/\varepsilon_0)}=\frac{22\times(1/3)}{2\times0.1\times18.10}\ \mathrm{nm}=2.03\ \mathrm{nm},$$

$$\phi_s=\frac12\times\frac13\times2.03\ \mathrm{V}+0.013\ \mathrm{V}=0.35\ \mathrm{V}.$$

The potential is 27 times $kT/(ze)$, so dropping the exponential is justified, while the linearization in (a) is not. The linear theory would give $\phi_s=E\lambda=0.093$ V, too small by a factor of nearly four relative to the nonlinear mean-field value. With this surface field the emptied layer is about 2 nm deep, not 0.28 nm. This depth is about one vacancy spacing, and only $nW\approx0.2$ vacancies per $\mathrm{nm^2}$ are displaced, so it describes the laterally averaged field; the local potential is lumpy.

The drop of 0.35 V is well short of the 1 V across the film, so the average field underestimates the surface field once the vacancies screen. If an emptied layer had to take the whole voltage $V=1$ V, then $EW/2=V$ with $E=zenW/\varepsilon$ would give $W=\sqrt{2\varepsilon V/(zen)}=3.5$ nm, more than the film thickness. The deep-film assumption then fails, and the field crosses the whole film. The surface field in this case is about $\sqrt{2zenV/\varepsilon}=5.7$ MV/cm, in the range where hafnium-oxide films leak heavily or break down. In either estimate the Debye length does not tell how deep the field reaches.

Where vacancies collect instead, the potential is negative and the Boltzmann density grows. It would equal the oxygen-site density at a depth of

$$\frac{kT}{ze}\ln\frac{5.5\times10^{22}}{10^{20}}=82\ \mathrm{mV}.$$

Equation (1) has no limit on site occupation, so it would fail at that depth. For a surface field of 3.33 MV/cm in this direction, the first integral above gives a depth of only about 44 mV, where the density is about $30n$, so the limit is not reached in this estimate. The value $30n$ should not be read literally: the pile-up decays over a length of order $2kT/(zeE)=0.08$ nm, less than one site spacing. The whole piled charge, $\varepsilon E/(ze)=0.20$ vacancies per $\mathrm{nm^2}$, placed in a single plane of sites would give only about $9n$.

### (d) A few cases

If $zn$ compensating electrons per volume are mobile and obey Boltzmann statistics, their charge density is $-zen\,e^{e\phi/kT}$. Expanding both carriers to first order gives

$$\rho\approx-\frac{(z^2+z)e^2n}{kT}\phi.$$

Thus $z^2$ in equation (2) is replaced by $z^2+z$, and $\lambda$ is multiplied by $\sqrt{4/6}$. This case is formal: in hafnium oxide the vacancy has levels in the gap that would capture such electrons and lower its charge. At this density free electrons would also be degenerate for a mass near the free-electron value. An ideal degenerate gas screens less than the Boltzmann formula says, which would put the result between the first two rows.

The other rows follow from $\lambda\propto\sqrt{\varepsilon_rT}$. Each row changes one thing and holds the rest fixed, including $n$ and hence $a$.

| Case | $\lambda$ (nm) | $\lambda/a$ |
|---|---:|---:|
| Vacancies alone, 300 K, $\varepsilon_r=22$ | 0.280 | 0.21 |
| Mobile electrons added | 0.229 | 0.17 |
| 400 K | 0.324 | 0.24 |
| $\varepsilon_r=4.5$ | 0.127 | 0.095 |

The last row uses a rough electronic permittivity, as if the ions could not polarize at such short distances. It is a measure of sensitivity, not a better theory. In none of these cases does $\lambda$ approach $a$.

## Real films

The permittivity, thickness and voltage are rough values for a hafnium-oxide gate film. The vacancy density, 0.18% of the oxygen sites, describes a heavily defective film. In a real stack an interfacial oxide also takes part of the voltage, which lowers the field in the high-k layer.

The assumption most in doubt is equilibrium. With a rough attempt rate of $10^{13}$ per second and a hopping barrier of 0.7 eV, a vacancy hops about 17 times per second at 300 K. Diffusing a distance $a$ takes $(a/h)^2$ hops, with $h=0.263$ nm the site spacing, or about 1.5 s. For a barrier of 1.0 eV the time is $1.6\times10^5$ s, nearly two days. These are zero-field estimates; a strong field speeds up hops along it, by $e^{zeEh/2kT}\approx30$ at 3.33 MV/cm. They take the attempt rate as the total rate out of a site; if it applies to each of six neighbours, the times are six times shorter. On time scales much shorter than the hopping time, the vacancies are effectively frozen and equation (2) does not describe their response.

The uniform background is also an idealization. In a thin gate stack the compensating electrons may sit in the electrodes rather than in the film; there is then no background to expose, and equation (1), the bound (4) and the width $W$ do not apply. In an ideal fluorite lattice, a charge $-e$ on the nearest cation site is 0.228 nm from a vacancy. The point-charge formula with $\varepsilon_r=22$ gives a binding energy of about 0.6 eV, or 22 $kT$. A bulk permittivity is unreliable at that distance, but the scale suggests that pairing can matter. Such a discrete charge also escapes the bound (4), since it can screen from close by. If every vacancy formed a mobile pair of net charge $+e$, equation (2) would give twice the original length, 0.56 nm, still well below $a$.

The numerical output below lists the main values used here.

## Calculated quantities

```
INPUTS
vacancy density: 1e+20 cm^-3
vacancy charge number: 2
temperature: 300 K
relative permittivity: 22
film thickness: 3 nm
voltage across film: 1 V
oxygen-site density (rough): 5.5e+22 cm^-3
DEBYE LENGTH
kT/e: 25.85 mV
kT/(ze): 12.93 mV
Debye length, formula: 0.2803 nm
decay length, numerical solution: 0.2803 nm
COUNTING AND COUPLING
oxygen-site spacing: 0.263 nm
vacancy spacing n^(-1/3): 2.15 nm
one-vacancy sphere radius a: 1.34 nm
mean nearest neighbour, random: 1.19 nm
same, from random points: 1.19 nm
vacancies per Debye sphere: 0.0092
Coulomb length L: 10.1 nm
coupling L/a: 7.58
CLOUD AROUND ONE VACANCY
linear density negative out to: 0.735 nm
screened inside that radius, linear: 73.7 %
screened inside Debye length, linear: 26.4 %
largest allowed there: 0.923 %
half-screening radius, linear: 0.47 nm
smallest allowed half radius: 1.06 nm
half radius, nonlinear mean field: 1.11 nm
GATE FIELD
field: 3.33 MV/cm
depletion width: 2.03 nm
potential drop, nonlinear: 0.351 V
potential drop, linear: 0.0934 V
NEGLECTED EFFECTS
vacancy share of oxygen sites: 0.182 %
potential depth filling all sites: 81.6 mV
nearest cation distance: 0.228 nm
binding to charge -e there (rough): 0.575 eV
same binding over kT: 22.2
Debye length with mobile electrons: 0.229 nm
electronic permittivity (rough): 4.5
Debye length with it: 0.127 nm
higher temperature of use: 400 K
Debye length there: 0.324 nm
attempt rate (rough): 1e+13 1/s
hop rate, barrier 0.7 eV: 17.4 1/s
time to diffuse a, barrier 0.7 eV: 1.48 s
hop rate, barrier 1.0 eV: 0.000159 1/s
time to diffuse a, barrier 1.0 eV: 1.63e+05 s
```
